\section*{The MacDonald-Vosko equations from relativistic current density functional theory}

\section{Why a spin equation is needed}

In the Dirac equation a magnetic field enters through $c\,\boldsymbol\alpha\cdot\mathbf A$, which contains no separate spin term. A Dirac-Kohn-Sham calculation based on the density alone has only a scalar exchange-correlation potential, and so no exchange field to split the levels of an open shell. Using the current as a second variable cures this in principle, but it requires an exchange-correlation functional of the current, and the functionals of spin density used in non-relativistic work cannot be inserted. The equation derived here makes room for them. Its price is the loss of the orbital part of the magnetic coupling.

Hartree atomic units of SI type are used: the electron has charge $-1$, $\mathbf B=\nabla\times\mathbf A$ and $\mu_B=\tfrac12$. Fields are static. The matrices are
\begin{equation}
\alpha_k=\begin{pmatrix}0&\sigma_k\\ \sigma_k&0\end{pmatrix},\quad
\Sigma_k=\begin{pmatrix}\sigma_k&0\\0&\sigma_k\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
\end{equation}
From $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$ one finds, with repeated indices summed,
\begin{equation}
\alpha_k\alpha_l=\delta_{kl}+i\epsilon_{klm}\Sigma_m,\quad
\alpha_k\beta=-\beta\alpha_k,\quad
\Sigma_k\beta=\beta\Sigma_k,\quad
\alpha_k\Sigma_m+\Sigma_m\alpha_k=2\delta_{km}\gamma_5 .
\label{algebra}
\end{equation}

\section{The current functional}

Take electrons with Coulomb repulsion and no pair creation. The basic variables, written with the occupied Kohn-Sham spinors, are
\begin{equation}
n=\sum_a\psi_a^\dagger\psi_a,\qquad
\mathbf j=c\sum_a\psi_a^\dagger\boldsymbol\alpha\psi_a ,
\end{equation}
and the energy is
\begin{equation}
E=T_s+\int n v+\int\mathbf j\cdot\mathbf A+E_H[n]+E_{xc}[n,\mathbf j],
\label{Ecurrent}
\end{equation}
where $T_s=\sum_a\langle\psi_a|c\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2|\psi_a\rangle$. Since $\delta\mathbf j=2\,\mathrm{Re}\sum_a\delta\psi_a^\dagger c\boldsymbol\alpha\psi_a$, stationarity at fixed normalization gives
\begin{equation}
\left[c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A_s)+(\beta-1)c^2+v_s\right]\psi_a=\varepsilon_a\psi_a ,
\label{KScurrent}
\end{equation}
with $v_s=v+v_H+v_{xc}$, $\mathbf A_s=\mathbf A+\mathbf A_{xc}$ and $\mathbf A_{xc}=\delta E_{xc}/\delta\mathbf j$. The Dirac operator has no lower bound, so the solution is a stationary point with occupied orbitals taken from the electron part of the spectrum. The dependence of that part on the potentials is neglected in defining the functionals.

\section{Splitting the current}

To cover a later case as well, consider
\begin{equation}
\left[c\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2+v_s+\tfrac12\beta\boldsymbol\Sigma\cdot\mathbf b\right]\psi_a=W_a\psi_a,\qquad
\boldsymbol\pi=\mathbf p+\mathbf A_s,
\label{general}
\end{equation}
with $W_a=\varepsilon_a+c^2$. Equation \eqref{KScurrent} is the case $\mathbf b=0$. Solving for the $\beta c^2$ term and multiplying by $\beta/c^2$ gives
\begin{equation}
\psi_b=\frac{\beta}{c^2}\left[W_b-v_s-c\alpha_l\pi_l-\tfrac12 b_m\beta\Sigma_m\right]\psi_b .
\label{subst}
\end{equation}
Write $c\psi_a^\dagger\alpha_k\psi_b$ as two equal halves. Insert \eqref{subst} for $\psi_b$ in the first and its adjoint for $\psi_a^\dagger$ in the second:
\begin{align}
c\psi_a^\dagger\alpha_k\psi_b={}&\frac1{2c}\psi_a^\dagger\alpha_k\beta\left[W_b-v_s-c\alpha_l\pi_l-\tfrac12b_m\beta\Sigma_m\right]\psi_b\nonumber\\
&+\frac1{2c}\left[(W_a-v_s)\psi_a^\dagger-c(\pi_l\psi_a)^\dagger\alpha_l-\tfrac12b_m\psi_a^\dagger\beta\Sigma_m\right]\beta\alpha_k\psi_b .
\label{halves}
\end{align}
There are three groups of terms.

\emph{Energy and potential.} Because $\alpha_k\beta=-\beta\alpha_k$, the potential cancels, leaving $(\varepsilon_a-\varepsilon_b)\psi_a^\dagger\beta\alpha_k\psi_b/(2c)$.

\emph{Momentum.} Moving $\beta$ to the left past one $\alpha$ changes the sign, so these terms are
\begin{align}
&\tfrac12\psi_a^\dagger\beta\alpha_k\alpha_l\pi_l\psi_b+\tfrac12(\pi_l\psi_a)^\dagger\beta\alpha_l\alpha_k\psi_b\nonumber\\
&=\tfrac12\left[\psi_a^\dagger\beta\pi_k\psi_b+(\pi_k\psi_a)^\dagger\beta\psi_b\right]
+\tfrac i2\epsilon_{klm}\left[\psi_a^\dagger\beta\Sigma_m\pi_l\psi_b-(\pi_l\psi_a)^\dagger\beta\Sigma_m\psi_b\right].
\end{align}
The minus sign comes from $\epsilon_{lkm}=-\epsilon_{klm}$. In the last bracket the vector potential cancels. The derivatives, $\pi_l\psi_b\to-i\partial_l\psi_b$ and $(\pi_l\psi_a)^\dagger\to+i\partial_l\psi_a^\dagger$, combine to $-i\partial_l(\psi_a^\dagger\beta\Sigma_m\psi_b)$. The prefactor $i/2$ turns this into half a curl.

\emph{Spin field.} With $\beta^2=1$ these terms are $-(b_m/4c)\psi_a^\dagger(\alpha_k\Sigma_m+\Sigma_m\alpha_k)\psi_b=-(b_k/2c)\psi_a^\dagger\gamma_5\psi_b$ by \eqref{algebra}.

Altogether,
\begin{align}
c\psi_a^\dagger\boldsymbol\alpha\psi_b={}&\tfrac12\left[\psi_a^\dagger\beta\boldsymbol\pi\psi_b+(\boldsymbol\pi\psi_a)^\dagger\beta\psi_b\right]
+\tfrac12\nabla\times(\psi_a^\dagger\beta\boldsymbol\Sigma\psi_b)\nonumber\\
&+\frac{\varepsilon_a-\varepsilon_b}{2c}\psi_a^\dagger\beta\boldsymbol\alpha\psi_b
-\frac{\mathbf b}{2c}\psi_a^\dagger\gamma_5\psi_b .
\label{gordon}
\end{align}
This is the Gordon decomposition, with an added term for the spin field. For $\mathbf b=0$, setting $a=b$ and summing over occupied orbitals gives
\begin{equation}
\mathbf j=\mathbf I+\tfrac12\nabla\times\mathbf s,\quad
\mathbf I=\mathrm{Re}\sum_a\psi_a^\dagger\beta\boldsymbol\pi\psi_a,\quad
\mathbf s=\sum_a\psi_a^\dagger\beta\boldsymbol\Sigma\psi_a .
\label{split}
\end{equation}
The orbital current $\mathbf I$ includes the diamagnetic part $\mathbf A_s\sum_a\psi_a^\dagger\beta\psi_a$.

Equation \eqref{gordon} was tested pointwise in a periodic model with smooth $v_s$, $\mathbf A_s$ and $\mathbf b$ and a reduced $c=3$, which enlarges the relativistic terms. The two sides agree to rounding error, both for one state and for a pair of different states.

\section{The two couplings}

The identity $\mathbf A\cdot(\nabla\times\mathbf s)=\mathbf s\cdot(\nabla\times\mathbf A)-\nabla\cdot(\mathbf A\times\mathbf s)$ lets the derivative be moved onto $\mathbf A$. The divergence integrates to zero for bound orbitals, so
\begin{equation}
\int\mathbf j\cdot\mathbf A=\int\mathbf I\cdot\mathbf A+\tfrac12\int\mathbf s\cdot\mathbf B
=\int\mathbf I\cdot\mathbf A-\int\mathbf m\cdot\mathbf B,\qquad
\mathbf m=-\tfrac12\mathbf s .
\label{couplings}
\end{equation}
The minus sign in $\mathbf m=-\mu_B\mathbf s$ reflects the negative electron charge.

For a uniform field choose $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. Then $\mathbf I\cdot\mathbf A=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf I)$. To first order in $\mathbf B$ the zero-field current may be used, and with $\mathbf L=\mathbf r\times\mathbf p$ the energy of one electron in a fixed potential is
\begin{equation}
E^{(1)}=\tfrac12\mathbf B\cdot\langle\beta(\mathbf L+\boldsymbol\Sigma)\rangle .
\label{zeeman}
\end{equation}
The first part is the orbital Zeeman energy, the second the spin Zeeman energy.

\section{Dropping the orbital coupling}

The split \eqref{split} used the Dirac equation. For a trial spinor that does not solve it, $c\boldsymbol\alpha\cdot\mathbf A$ and the sum of the two couplings have different expectation values in general. Deleting the orbital term is therefore a definition of a new model. Its Hamiltonian is
\begin{equation}
\hat H=\sum_i\left[c\boldsymbol\alpha_i\cdot\mathbf p_i+(\beta_i-1)c^2+v(\mathbf r_i)+\tfrac12\beta_i\boldsymbol\Sigma_i\cdot\mathbf B(\mathbf r_i)\right]+\sum_{i<j}\frac1{r_{ij}} .
\label{model}
\end{equation}
Only $\mathbf B$ appears, so no choice of gauge remains. The external fields couple to $n$ and $\mathbf m$ through $\int nv-\int\mathbf m\cdot\mathbf B$. Minimizing the remaining energy over electron states with given $n$ and $\mathbf m$ thus defines a functional of these two variables.

The exchange-correlation energy needs a decision of its own. Suppose first that $E_{xc}[n,\mathbf j]$ is kept but made to depend on the current only through $\tfrac12\nabla\times\mathbf s$. At fixed density,
\begin{equation}
\delta E_{xc}=\int\mathbf A_{xc}\cdot\tfrac12\nabla\times\delta\mathbf s
=\tfrac12\int\delta\mathbf s\cdot(\nabla\times\mathbf A_{xc}),
\end{equation}
so the exchange-correlation field is $\nabla\times\mathbf A_{xc}$ and has no divergence. The spin-density theory goes further and admits a general $E_{xc}[n,\mathbf m]$, with
\begin{equation}
\mathbf B_{xc}=-\frac{\delta E_{xc}}{\delta\mathbf m}.
\label{Bxc}
\end{equation}
This field may have a divergence. If $\mathbf s$ points along $z$ everywhere, a local functional gives $\mathbf B_{xc}=b_{xc}(\mathbf r)\hat{\mathbf z}$, whose divergence is $\partial b_{xc}/\partial z$.

\section{The spin-density equations}

The energy is now
\begin{equation}
E=T_s+\int nv-\int\mathbf m\cdot\mathbf B+E_H[n]+E_{xc}[n,\mathbf m].
\end{equation}
A change of the orbitals gives
\begin{equation}
\delta n=2\,\mathrm{Re}\sum_a\delta\psi_a^\dagger\psi_a,\qquad
\delta\mathbf m=-\mathrm{Re}\sum_a\delta\psi_a^\dagger\beta\boldsymbol\Sigma\psi_a .
\end{equation}
The magnetic terms contribute
\begin{equation}
-\int(\mathbf B+\mathbf B_{xc})\cdot\delta\mathbf m
=2\,\mathrm{Re}\sum_a\int\delta\psi_a^\dagger\,\tfrac12\beta\boldsymbol\Sigma\cdot(\mathbf B+\mathbf B_{xc})\psi_a .
\end{equation}
Adding the kinetic and density terms, and imposing orthonormality with multipliers that a unitary rotation of the occupied orbitals makes diagonal, one obtains the MacDonald-Vosko equations:
\begin{equation}
\boxed{\left[c\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+v_s+\tfrac12\beta\boldsymbol\Sigma\cdot\mathbf B_s\right]\psi_a=\varepsilon_a\psi_a}
\label{MV}
\end{equation}
with $\mathbf B_s=\mathbf B+\mathbf B_{xc}$ and $v_{xc}=\delta E_{xc}/\delta n$ at fixed $\mathbf m$. They are solved self-consistently with $n$ and $\mathbf m$. In general units the prefactor $\tfrac12$ is $\mu_B$.

A local spin-density functional can be used because $|\mathbf s|\le n$. For a unit vector $\mathbf e$, $(\beta\boldsymbol\Sigma\cdot\mathbf e)^2=1$, so this matrix has eigenvalues $\pm1$ and $|\psi^\dagger\beta\boldsymbol\Sigma\cdot\mathbf e\,\psi|\le\psi^\dagger\psi$. Taking $\mathbf e$ along $\mathbf s$ and summing proves the bound. With the non-relativistic local exchange energy density
\begin{equation}
e_x=-\tfrac38\left(\tfrac3\pi\right)^{1/3}\left[(n+|\mathbf s|)^{4/3}+(n-|\mathbf s|)^{4/3}\right],
\end{equation}
define $v_\pm=-(3/\pi)^{1/3}(n\pm|\mathbf s|)^{1/3}$. Since $\mathbf m=-\mathbf s/2$ implies $-\partial/\partial\mathbf m=2\,\partial/\partial\mathbf s$,
\begin{equation}
v_x=\frac{\partial e_x}{\partial n}=\frac{v_++v_-}2,\qquad
\tfrac12\mathbf B_x=\frac{\partial e_x}{\partial\mathbf s}=\frac{v_+-v_-}2\,\frac{\mathbf s}{|\mathbf s|}.
\label{localx}
\end{equation}
As $v_+<v_-$ for $|\mathbf s|>0$, $\mathbf B_x$ is opposite to $\mathbf s$ and parallel to $\mathbf m$; it lowers the majority spin. A finite-difference derivative of this energy with respect to an orbital agrees with \eqref{localx}.

\section{What remains: spin-orbit coupling}

Write $\psi=(\varphi,\chi)$. The lower row of \eqref{MV} gives
\begin{equation}
\chi=\left[2c^2+\varepsilon-v_s+\tfrac12\boldsymbol\sigma\cdot\mathbf B_s\right]^{-1}c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\label{lower}
\end{equation}
For large $c$ and smooth potentials, $\chi\simeq\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)$. Inserted in the upper row, this yields the usual non-relativistic spin equation
\begin{equation}
\left[\tfrac12p^2+v_s+\tfrac12\boldsymbol\sigma\cdot\mathbf B_s\right]\varphi=\varepsilon\varphi ,
\end{equation}
without $\mathbf p\cdot\mathbf A$ or $A^2$. The next term in the expansion of \eqref{lower} contains the potential in the form
\begin{equation}
\frac1{4c^2}\,\boldsymbol\sigma\cdot\mathbf p\,v_s\,\boldsymbol\sigma\cdot\mathbf p
=\frac1{4c^2}\left[\mathbf p\cdot v_s\mathbf p+\boldsymbol\sigma\cdot(\nabla v_s\times\mathbf p)\right],
\end{equation}
because $\mathbf p\times(v_s\mathbf p)=-i\nabla v_s\times\mathbf p$. The last term is spin-orbit coupling. It comes from $c\boldsymbol\alpha\cdot\mathbf p$ and is untouched by the removal of $\mathbf A$.

An orbital current can therefore arise although no vector potential is present. Spin-orbit coupling is not its only source at order $1/c^2$. The same expansion gives $-\frac1{8c^2}\,\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf B_s\,\boldsymbol\sigma\cdot\mathbf p$; the part $i\epsilon_{klm}$ of $\sigma_k\sigma_l\sigma_m$ turns this into the spin-independent term $-\frac1{8c^2}(\nabla\times\mathbf B_s)\cdot\mathbf p$. The lower components also contribute $-\mathrm{Re}\,\chi^\dagger\mathbf p\chi$ to $\mathbf I$ at this order. The following test gives only their sum. In that model the lower-component term is the largest, and the spin-orbit part amounts to about a quarter of the total in root-mean-square size. In the periodic model with $\mathbf A=0$ and a non-uniform spin field along one axis, the root-mean-square value per in-plane component of $\mathbf I$ is $5.89\times10^{-6}$ a.u. at $c=20$ and $1.47\times10^{-6}$ a.u. at $c=40$ (that of $|\mathbf I|$ is larger by $\sqrt2$), a fall as $1/c^2$. This fall depends on the geometry of the field. If $\mathbf B_s$ lies along one axis or in one fixed plane, a spin rotation brings it into the $xz$ plane. The non-relativistic spin equation is then real, and a non-degenerate $\varphi$ carries no orbital current, so $\mathbf I$ starts no earlier than at order $1/c^2$, and a symmetry may remove it altogether. If the direction of $\mathbf B_s$ does not stay in one plane, that equation is complex, and $\mathbf I$ can remain finite as $c\to\infty$. Time reversal changes the signs of $\mathbf p$, $\boldsymbol\alpha$ and $\boldsymbol\Sigma$. It leaves \eqref{MV} unchanged except for $\mathbf B_s\to-\mathbf B_s$, so the current must reverse with the field, as the calculation confirms.

The current of the new orbitals obeys \eqref{gordon} with $\mathbf A_s=0$ and $\mathbf b=\mathbf B_s$. Hence $c\sum_a\psi_a^\dagger\boldsymbol\alpha\psi_a$ is not just $\mathbf I+\tfrac12\nabla\times\mathbf s$; the $\gamma_5$ term must be added. In the test of \eqref{gordon} with $c=3$, which also carried a vector potential, its peak is about 1\% of the peak total current; this ratio depends on the fields chosen.

\section{What is discarded}

The step from \eqref{KScurrent} to \eqref{MV} removes the following physics.
\begin{itemize}
\item The orbital Zeeman coupling, the first part of \eqref{zeeman}.
\item The diamagnetic current, contained in $\mathbf I$.
\item The polarization term of \eqref{gordon}. It vanishes in expectation values, but it contributes to matrix elements of $c\boldsymbol\alpha\cdot\mathbf A$ between levels of different energy, and so to the response at second order in the field. This item overlaps with the previous one: between an electron level and the negative-energy levels the energy difference is about $2c^2$, and these matrix elements produce the diamagnetic energy $\tfrac12\langle A^2\rangle$. Between electron levels the term is a correction of order $1/c^2$.
\item The feedback of orbital currents through $\mathbf A_{xc}$. The functional cannot respond directly to the orbital current of an open shell.
\end{itemize}
The magnetic interaction between electron currents is also missing, but it was already absent from the Coulomb model. Without an external magnetic field there is no applied coupling to lose. What the ground state then loses is the coupling of $\mathbf A_{xc}$ to the orbital current, including the diamagnetic current that $\mathbf A_{xc}$ itself produces. When the orbital response to an applied field is the quantity sought, \eqref{MV} is the wrong equation.

\section{Hg$^{79+}$ in a magnetic field}

A one-electron ion shows the size of the loss without any density functional. Take $Z=80$, a point nucleus and no radiative corrections. The field is along $z$, and energies are divided by $\mu_BB$, so the kept part is $\langle\beta\Sigma_z\rangle$ and the discarded part is $\langle\beta L_z\rangle$. States of different parity that share an energy are not mixed, since $\boldsymbol\alpha\cdot\mathbf A$ conserves parity here.

For $1s_{1/2}$ with $m=\tfrac12$, let $F$ be the norm of the lower components. The upper part has $l=0$ and spin up. The lower part has $l=1$, $j=\tfrac12$: weight $\tfrac13$ with spin up and $m_l=0$, weight $\tfrac23$ with spin down and $m_l=1$. Its mean $\sigma_z$ is $-\tfrac13$ and its mean $l_z$ is $\tfrac23$. Since $\beta=-1$ there,
\begin{equation}
\langle\beta\Sigma_z\rangle=(1-F)+\tfrac13F=1-\tfrac23F,\qquad
\langle\beta L_z\rangle=-\tfrac23F .
\end{equation}
The computed discarded part, $-0.0627$, gives $F=0.0940$, and the kept part is then $1-0.0627=0.9373$, as computed. Even an $s_{1/2}$ level has an orbital coupling, through its small component. The full value is $0.8746$, so the spin-only result is 7\% too large relative to it. A nucleus of realistic size (rms radius about 5.5 fm) changes the last digit: $F=0.0939$, kept part $0.9374$, full value $0.8748$.

For $2p_{1/2}$ with $m=\tfrac12$ the roles are exchanged: the upper part has $l=1$ and the lower part $l=0$ with spin up. Thus
\begin{equation}
\langle\beta\Sigma_z\rangle=-\tfrac13(1-F)-F=-\tfrac13-\tfrac23F,\qquad
\langle\beta L_z\rangle=\tfrac23(1-F).
\end{equation}
As $F\to0$ these become $-\tfrac13$ and $\tfrac23$, and the hydrogen values are close to this limit. For Hg$^{79+}$ the sum is
\begin{equation}
-0.3494+0.6506=0.3012 .
\end{equation}
The spin-only coupling has the wrong sign. At 10 T, where $\mu_BB=0.5788$ meV, the full shift is $0.5788\times0.3012=0.174$ meV and the spin-only shift is $-0.202$ meV. For $2p_{3/2}$ with $m=\tfrac32$ the values are $1.117$ and $0.574$ meV, so nearly half the shift is lost. The $2p$ levels of the real ion decay to $1s$ with a radiative width of order 10--20 eV, far larger than these shifts, which therefore compare the two couplings and are not observable splittings. In each case the full value was computed directly from $c\boldsymbol\alpha\cdot\mathbf A$ and agrees with the sum of the two parts.

The exchange field is of another order. For the $1s$ density of this ion, \eqref{localx} gives $\langle\tfrac12\beta\boldsymbol\Sigma\cdot\mathbf B_x\rangle=-11.48$ hartree, while $\int|\mathbf s|=0.940$. The mean field, weighted with $|\mathbf s|$, is
\begin{equation}
\frac{2\times11.48}{0.940}=24.4\ \text{a.u.}=5.7\times10^6\ \text{T}.
\end{equation}
For one electron this exchange is pure self-interaction, which the exact functional would cancel against the Hartree energy, so the number illustrates a scale and is no prediction for the ion. It shows that a local exchange field can exceed an applied field of 10 T by more than five orders of magnitude. The Zeeman shifts show that this does not make the discarded orbital coupling small compared with the spin coupling to that same applied field. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
PERIODIC MODEL, c = 3.0, box side 2 pi bohr
state 1 peak current (a.u.): total 0.08620 orbital 0.05561 spin 0.06304
   polarization 0.000000, gamma5 0.000865, mismatch 6e-16
pair 1-3 peak current (a.u.): total 0.06199 orbital 0.04071 spin 0.04314
   polarization 0.001536, gamma5 0.000711, mismatch 5e-16
spin coupling (hartree): A.curl(s)/2 -0.00708516, s.curl(A)/2 -0.00708516
exchange-energy slope (hartree): differences 0.1444750, formula 0.1444750
induced orbital current, rms (a.u.): c=20 5.890e-06, c=40 1.473e-06
   falls as c^-2.000; reversed field: rms of sum/rms = 4e-10
ZEEMAN ENERGY / (mu_B B), first order, point nucleus
Z= 1 1s1/2 m=0.5: full 0.999982 kept 0.999991 dropped -0.000009
Z= 1 2p1/2 m=0.5: full 0.333329 kept -0.333336 dropped 0.666664
Z= 1 2p3/2 m=1.5: full 1.999989 kept 0.999999 dropped 0.999991
Z=80 1s1/2 m=0.5: full 0.874604 kept 0.937302 dropped -0.062698
   orbital energy -3532.1921 hartree
Z=80 2p1/2 m=0.5: full 0.301210 kept -0.349395 dropped 0.650605
   orbital energy -904.8478 hartree
Z=80 2p3/2 m=1.5: full 1.930321 kept 0.991290 dropped 0.939031
   orbital energy -817.8075 hartree
mu_B B at 10 T = 0.57884 meV
Hg79+ 1s1/2 at 10 T: full 0.50625 meV, spin-only 0.54255 meV
Hg79+ 2p1/2 at 10 T: full 0.17435 meV, spin-only -0.20224 meV
Hg79+ 2p3/2 at 10 T: full 1.11734 meV, spin-only 0.57380 meV
Hg79+ 1s, local exchange: <beta Sigma.B_x>/2 = -11.48 hartree
   integral of |s| = 0.9399
   mean exchange field 24.4 a.u. = 5.74e+06 T
\end{verbatim}
